# Configuration mixing and the singlet energy of silylene

Silylene, SiH$_2$, has two valence electrons that do not form bonds. If its singlet is described by placing both in the lone-pair orbital, the singlet energy comes out too high, while the competing triplet is not affected in the same way. In the model evaluated below, this error reduces the singlet–triplet gap from 0.92 to 0.50 eV. At 900 K it raises the estimated equilibrium triplet fraction by a factor of about 200. A second closed-shell configuration removes this part of the error.

## Orbitals and configurations

Hold the molecule at a fixed bent geometry with two equal Si–H bonds. Its three atoms define the molecular plane. The lone-pair orbital $n$ lies in the molecular plane and is even under reflection in that plane. The orbital $p$ is perpendicular to the plane and odd under the same reflection. Both are real, orthonormal and fixed. The remaining electrons form a closed-shell core that is also fixed. Spin–orbit coupling is neglected.

For real orbitals define

$$
(ab|cd)=\frac{e^2}{4\pi\varepsilon_0}\iint
\frac{a(\mathbf r)b(\mathbf r)\,c(\mathbf r')d(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',
\tag{1}
$$

with $J_{ab}=(aa|bb)$ and $K_{ab}=(ab|ab)$. The integral $K_{np}$ is written $K$.

The energy of a single determinant is the sum of its one-electron energies plus one term for each pair of electrons: $J_{ab}$ for opposite spins and $J_{ab}-K_{ab}$ for equal spins. A valence electron in orbital $i$ meets two electrons in each core orbital $c$, one of which has its own spin. Its energy in the field of the core is therefore

$$
\tilde h_i=h_i+\sum_c(2J_{ci}-K_{ci}).
\tag{2}
$$

Let $E_c$ be the energy of the core alone. The two electrons in $n^2$ have opposite spins, as do those in $p^2$, so

$$
E_1=E_c+2\tilde h_n+J_{nn},\qquad
E_2=E_c+2\tilde h_p+J_{pp}.
\tag{3}
$$

The definition $E_2-E_1=2D$ then gives

$$
D=\tilde h_p-\tilde h_n+\tfrac12(J_{pp}-J_{nn}).
\tag{4}
$$

Take $D\ge0$, so that $n^2$ is not above $p^2$.

The quantity $D$ is not the orbital-energy gap. In the field of the $n^2$ reference, an electron in $n$ meets the core and one other $n$ electron. An electron added to $p$ meets the core and two $n$ electrons, one of equal spin. Hence

$$
\epsilon_n=\tilde h_n+J_{nn},\qquad
\epsilon_p=\tilde h_p+2J_{np}-K.
\tag{5}
$$

Subtraction gives $\tilde h_p-\tilde h_n=\epsilon_p-\epsilon_n+J_{nn}-2J_{np}+K$. Inserting this in (4),

$$
D=\epsilon_p-\epsilon_n+\tfrac12(J_{nn}+J_{pp})-2J_{np}+K.
\tag{6}
$$

## Why the coupling is an exchange integral

Let $a^\dagger_{i\sigma}$ create an electron of spin $\sigma$ in orbital $i$, and let $|c\rangle$ be the filled core. Fix the signs of the configurations by

$$
|n^2\rangle=a^\dagger_{n\uparrow}a^\dagger_{n\downarrow}|c\rangle,\qquad
|p^2\rangle=a^\dagger_{p\uparrow}a^\dagger_{p\downarrow}|c\rangle.
\tag{7}
$$

They differ in two spin orbitals. A one-electron operator can change only one, so it cannot connect them. The electron repulsion is

$$
V=\frac12\sum_{ijkl}\sum_{\sigma\tau}(ij|kl)\,
a^\dagger_{i\sigma}a^\dagger_{k\tau}a_{l\tau}a_{j\sigma}.
\tag{8}
$$

To turn $p^2$ into $n^2$, both annihilators must act on $p$ and both creators on $n$. This requires $j=l=p$, $i=k=n$ and opposite spins. The two spin assignments give equal terms, which cancel the factor $\tfrac12$. What remains is

$$
(np|np)\,a^\dagger_{n\uparrow}a^\dagger_{n\downarrow}a_{p\downarrow}a_{p\uparrow}.
\tag{9}
$$

Acting on $|p^2\rangle$, the operator $a_{p\uparrow}$ removes the first electron in (7), and $a_{p\downarrow}$ then removes the second. Neither step produces a minus sign. Therefore

$$
\langle n^2|H|p^2\rangle=(np|np)=K.
\tag{10}
$$

No operator is left to act on the core, so the core does not change this coupling.

The integral is positive. Put $\rho(\mathbf r)=n(\mathbf r)p(\mathbf r)$ and let $\hat\rho(\mathbf k)=\int\rho(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r$. The Fourier representation of $1/|\mathbf r-\mathbf r'|$ turns (1) into

$$
K=\frac{e^2}{4\pi\varepsilon_0}\,\frac1{2\pi^2}
\int\frac{|\hat\rho(\mathbf k)|^2}{k^2}\,d^3k>0,
\tag{11}
$$

provided that the product $np$ does not vanish everywhere.

Two electrons in two orbitals also form an open-shell singlet, with one electron in each orbital. It contains one odd orbital and is odd under reflection. Both closed-shell configurations are even, and $H$ is unchanged by the reflection. The open-shell singlet therefore has no matrix element with either of them.

## The lowering

In the basis $(|n^2\rangle,|p^2\rangle)$ the Hamiltonian is

$$
\begin{pmatrix}E_1&K\\K&E_1+2D\end{pmatrix}.
\tag{12}
$$

Measure an eigenvalue from $E_1$ by writing $E=E_1+x$. The determinant condition is $(-x)(2D-x)-K^2=0$, or

$$
x^2-2Dx-K^2=0.
\tag{13}
$$

Its roots are $x=D\pm R$, where $R=\sqrt{D^2+K^2}$. Since $R>D$, the lower root is negative. The singlet energy and its lowering are

$$
E_-=E_1-L,\qquad
\boxed{L=\sqrt{D^2+K^2}-D.}
\tag{14}
$$

If $p^2$ were the lower configuration, $D$ would be negative. Equation (14) would still give the lowering from $n^2$, but the lowering from the lower configuration would be $R-|D|$.

Multiplying and dividing (14) by $R+D$ gives

$$
L=\frac{K^2}{R+D}.
\tag{15}
$$

Because $R\ge D$, it follows that $L\le K^2/(2D)$ for $D>0$. Because $R\le D+K$, (14) also gives $L\le K$. The two bounds are approached in opposite limits.

For $K\ll D$, expansion of the square root gives

$$
L=\frac{K^2}{2D}-\frac{K^4}{8D^3}+\cdots.
\tag{16}
$$

The first term is the second-order perturbation result: the squared coupling divided by the configuration separation. For $D\ll K$,

$$
L=K-D+\frac{D^2}{2K}+\cdots.
\tag{17}
$$

At $D=0$ the lowering equals $K$. Perturbation theory in $K/D$ then has no small parameter, while (14) remains valid within the two-configuration space.

## What the mixed state means

Write the lower state as $c_n|n^2\rangle+c_p|p^2\rangle$. The first row of (12), with $E=E_1-L$, reads $Lc_n+Kc_p=0$. Thus

$$
\frac{c_p}{c_n}=-\frac LK.
\tag{18}
$$

Normalization gives $c_p^2=L^2/(K^2+L^2)$. Setting $x=-L$ in (13) gives $K^2=L^2+2DL$, so

$$
c_p^2=\frac{L}{2(L+D)}=\frac{L}{2R}
=\frac12\left(1-\frac DR\right).
\tag{19}
$$

The minus sign in (18) tends to keep the electrons apart. Choose $c_n>0$ and define $u=\sqrt{c_n}\,n+\sqrt{|c_p|}\,p$ and $v=\sqrt{c_n}\,n-\sqrt{|c_p|}\,p$. Multiplying out, the cross terms cancel:

$$
u(1)v(2)+v(1)u(2)=2\left[c_n\,n(1)n(2)-|c_p|\,p(1)p(2)\right].
\tag{20}
$$

Reflection changes the sign of $p$ and so exchanges $u$ and $v$. These orbitals lean towards opposite faces of the molecule. When one electron is in $u$, the other is in $v$, which reduces their repulsion. The price is the higher energy of the $p^2$ component.

## Effect on the singlet–triplet gap

The triplet with both spins up has one electron in each orbital. The rule for equal spins gives

$$
E_T=E_c+\tilde h_n+\tilde h_p+J_{np}-K.
\tag{21}
$$

For opposite spins, the determinants $a^\dagger_{n\uparrow}a^\dagger_{p\downarrow}|c\rangle$ and $a^\dagger_{n\downarrow}a^\dagger_{p\uparrow}|c\rangle$ have equal diagonal energies containing $J_{np}$. To turn the second into the first, the repulsion must interchange the orbitals of the two spins, through the term $K\,a^\dagger_{n\uparrow}a^\dagger_{p\downarrow}a_{n\downarrow}a_{p\uparrow}$. Here $a_{p\uparrow}$ must pass $a^\dagger_{n\downarrow}$ before it removes its electron, which gives one minus sign, so the coupling is $-K$. Their sum is the third triplet component, with the energy (21). Their difference is the open-shell singlet, with energy $E_T+2K$.

The Hamiltonian conserves spin, so the triplet cannot mix with $p^2$. Removing $p^2$ from the calculation leaves $E_T$ unchanged, and

$$
E_T-E_-=(E_T-E_1)+L.
\tag{22}
$$

Exchange also enters the first term on the right. From (3), (4) and (21),

$$
E_T-E_1=D+J_{np}-\tfrac12(J_{nn}+J_{pp})-K.
\tag{23}
$$

Adding $L=R-D$ gives the full gap

$$
E_T-E_-=R-K+J_{np}-\tfrac12(J_{nn}+J_{pp}).
\tag{24}
$$

If $D$ and the Coulomb integrals are held fixed, the derivative of (24) with respect to $K$ is $K/R-1$. It is negative for $D>0$. A larger $K$ strengthens the mixing, yet it narrows the total gap because it lowers the triplet faster than the singlet.

## When the orbitals may change

Equation (14) compares two energies in the same orbitals. Let $E_{\rm HF}$ be the lowest energy of a single closed-shell determinant, and $E_{\rm opt}$ the lowest two-configuration energy when all orbitals are optimized. Mixing in the Hartree–Fock orbitals already reaches $E_{\rm HF}-L_{\rm HF}$, so $E_{\rm opt}\le E_{\rm HF}-L_{\rm HF}$. In the optimized orbitals, $E_{\rm opt}=E_1^{\rm opt}-L_{\rm opt}$, and $E_1^{\rm opt}\ge E_{\rm HF}$ by the definition of $E_{\rm HF}$. Together,

$$
L_{\rm HF}\le E_{\rm HF}-E_{\rm opt}\le L_{\rm opt}.
\tag{25}
$$

The gain over Hartree–Fock thus lies between two values of (14), each evaluated with its own $D$ and $K$.

## A worked example

Take round parameters that match silylene only in order of magnitude: $\tilde h_n=-18$ eV, $\tilde h_p=-15$ eV, $J_{nn}=9$ eV, $J_{pp}=J_{np}=8$ eV and $K=1.5$ eV. Set $E_c=0$. Equation (3) gives

$$
E_1=2(-18)+9=-27\ \text{eV},\qquad
E_2=2(-15)+8=-22\ \text{eV}.
$$

Hence $2D=5$ eV and $D=2.5$ eV. The orbital energies are $-9.0$ and $-0.5$ eV. Their gap of 8.5 eV is far from $D$, and (6) accounts for the difference: $8.5+8.5-16+1.5=2.5$ eV. The lowering is

$$
L=\sqrt{2.5^2+1.5^2}-2.5=2.9155-2.5=0.4155\ \text{eV},
$$

or 40.1 kJ/mol. The leading term of (16) gives 0.45 eV, about 8% above the two-configuration result. The coefficients are $c_n=0.964$ and $c_p=-0.267$. A $p^2$ weight of only 7.1% accompanies a lowering almost as large as the unmixed gap.

The triplet lies at $-18-15+8-1.5=-26.5$ eV, which is 0.50 eV above $n^2$. Mixing increases the gap to 0.92 eV. With three triplet states, one singlet state and a gap $\Delta$, the equilibrium triplet fraction is $3e^{-\Delta/k_BT}/(1+3e^{-\Delta/k_BT})$. At 900 K, $k_BT=0.0776$ eV. The fraction falls from $4.7\times10^{-3}$ without mixing to $2.2\times10^{-5}$ with it. This estimate omits vibrations, rotations and changes of geometry, and it is not a reaction rate.

The size of $K$ can be judged from a one-centre model with 3s and 3p Slater functions of exponent 1.4 per bohr. For a lone pair with s share $w$, reflection along the lone-pair axis removes the cross term, so $K=wK_s+(1-w)K_p$. The model gives $K_s=2.30$ eV and $K_p=0.62$ eV. The chosen 1.5 eV corresponds to $w=0.52$. This shows that the value is possible for compact orbitals, but it does not determine $K$ for the molecule.

The choice of orbitals matters greatly. If $n$ and $p$ are the highest filled and lowest empty Hartree–Fock orbitals of silylene (cc-pVTZ basis, Si–H distance 1.514 Å, angle 92.1°), $K$ is about 0.8 eV, $D$ about 3.3 eV and $L$ only about 0.1 eV. These values are not converged, because the empty orbital spreads out when diffuse functions are added. In the aug-cc-pVTZ basis, $K$ falls to about 0.6 eV, $D$ rises to about 4.0 eV and $L$ falls to about 0.05 eV. By (25), $L$ in each basis is a lower bound on the gain when the orbitals of both configurations are optimized. In the cc-pVTZ basis that gain is about 0.6 eV. The lowering of 0.42 eV therefore belongs to the chosen parameters, not to silylene in its Hartree–Fock orbitals.

## Silylene in silicon deposition

Silylene is a reactive intermediate in the thermal decomposition of silane, and 900 K is a reasonable temperature for silicon deposition. Its ground state is a singlet, with the triplet roughly 0.9 eV higher when each state has its own geometry. The model gap refers to one fixed geometry and chosen parameters, so its closeness to that rough figure does not validate the model. Equation (24) also places both states in the same orbitals, which penalizes the triplet when the orbitals are chosen for the singlet. With the integrals of silylene at the geometry above, (24) gives about 1.4 eV in the cc-pVTZ Hartree–Fock orbitals, about 2.1 eV in the aug-cc-pVTZ ones, and slightly over 3 eV in the optimized two-configuration orbitals. When the triplet has its own orbitals, the cc-pVTZ gap to the optimized two-configuration singlet at that geometry is about 1.2 eV. The real molecule breaks the assumption that two configurations in fixed orbitals suffice. For the example, a 10% increase of $K$ changes $L$ by $+0.08$ eV, and a 10% increase of $D$ changes it by $-0.03$ eV.

Correlation outside $n$ and $p$ matters at a similar level. Suppose five further orbitals each supply a pair configuration 20 eV above $n^2$, with all their exchange couplings equal to 0.8 eV. These are rough assumed strengths. The singlet falls by another 0.07 eV, and the gain due to $p^2$, with the five present, is 0.35 eV instead of 0.42 eV. The contributions do not simply add: each new configuration couples to the mixed state through $c_n+c_p$, and the two coefficients have opposite signs. The triplet is correlated too, so these figures do not give a corrected gap.

Three atoms always lie in a plane, so no vibration of the isolated molecule breaks the reflection symmetry. A neighbouring molecule or a surface on one side of the plane can break it, and this admits the open-shell singlet. With a one-electron coupling of 0.2 eV between $n$ and $p$, and the other integrals held fixed, the singlet falls by a further 0.01 eV. An assumed spin–orbit coupling of 0.01 eV between the singlet and one triplet state lowers the singlet by about $10^{-4}$ eV. With these strengths, orbital changes and further correlation limit the accuracy of (14) more than either of these couplings. The values for the model are in the numerical output below.

## Numbers as computed

```
Model parameters, roughly in the silylene regime
h_n including core: -18.0000 eV
h_p including core: -15.0000 eV
J_nn: 9.0000 eV
J_pp: 8.0000 eV
J_np: 8.0000 eV
K: 1.5000 eV
E1, configuration n^2: -27.0000 eV
E2, configuration p^2: -22.0000 eV
Configuration separation 2D: 5.0000 eV
D: 2.5000 eV
R = sqrt(D^2+K^2): 2.9155 eV
Singlet lowering L: 0.4155 eV
Singlet lowering L: 40.09 kJ/mol
Weak-coupling estimate K^2/(2D): 0.4500 eV
Mixed singlet energy: -27.4155 eV
Upper mixed singlet energy: -21.5845 eV
Coefficient of n^2: 0.9637
Coefficient of p^2: -0.2669
Weight of p^2: 7.13 %
Orbital energy epsilon_n: -9.0000 eV
Orbital energy epsilon_p: -0.5000 eV
Orbital-energy gap: 8.5000 eV
Triplet energy: -26.5000 eV
Open-shell singlet energy: -23.5000 eV
Triplet minus singlet without mixing: 0.5000 eV
Triplet minus singlet with mixing: 0.9155 eV
One-centre Slater estimate of K
Slater exponent: 1.40 1/bohr
K for pure s lone pair: 2.298 eV
K for pure p lone pair: 0.623 eV
s share that gives the chosen K: 0.524
Neglected effects, rough assumed strengths
Temperature: 900 K
Thermal energy kT: 0.0776 eV
Triplet fraction without mixing: 4.73e-03
Triplet fraction with mixing: 2.24e-05
Reflection-breaking coupling: 0.20 eV
Further lowering from that coupling: 0.0099 eV
Number of further correlating orbitals: 5
Their pair energy above n^2: 20.0 eV
Their exchange coupling: 0.80 eV
Further lowering from those orbitals: 0.0680 eV
Gain due to p^2 with them present: 0.3463 eV
Change of L for K plus 10%: 0.0799 eV
Change of L for D plus 10%: -0.0330 eV
Spin-orbit coupling: 0.010 eV
Further lowering from spin-orbit coupling: 1.09e-04 eV
```
